# Thermal zero-phonon weight of a defect coupled to one displaced mode: test program

```python
# Result under test: for one displaced harmonic mode in thermal equilibrium, the
# share of the optical lineshape with no net change of phonon number is
#     W0 = exp(-S(2n+1)) * I0(2 S sqrt(n(n+1))).
# S: Huang-Rhys factor, S = omega*DeltaQ^2/(2 hbar), DeltaQ mass-weighted shift
# n: thermal occupation of the mode;  I0: modified Bessel function
# W_p: weight of all lines in which the phonon number changes by p
# Assumed: equal frequencies in both states, constant transition dipole.
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import ive, eval_hermite
from scipy.stats import poisson

SIZE = 120      # oscillator levels kept in matrices
PMAX = 20       # largest change of phonon number recorded
kB_eV = const.k / const.e
hbar_eVs = const.hbar / const.e

ladder = np.diag(np.sqrt(np.arange(1, SIZE + 2)), 1)        # two extra levels
x_large = (ladder + ladder.T) / math.sqrt(2)
x_matrix = x_large[:SIZE, :SIZE]
x2_matrix = (x_large @ x_large)[:SIZE, :SIZE]
a_matrix = ladder[:SIZE, :SIZE]


def occupation(energy_eV, temperature):
    return 1 / math.expm1(energy_eV / (kB_eV * temperature))


def populations(n, count=SIZE):
    return (n / (n + 1)) ** np.arange(count) / (n + 1)


def excited_states(S, ratio=1.0):
    """Diagonalize the displaced oscillator; ratio = excited/ground frequency."""
    d = math.sqrt(2 * S)
    H = np.diag(np.arange(SIZE) + 0.5) + 0.5 * (
        ratio**2 * (x2_matrix - 2 * d * x_matrix + d**2 * np.eye(SIZE)) - x2_matrix)
    return np.linalg.eigh(H)


def lines_numeric(S, n, ratio=1.0):
    """W_p for p = -PMAX..PMAX from numerical eigenvectors."""
    vectors = excited_states(S, ratio)[1]
    table = populations(n)[:, None] * vectors**2
    return np.array([np.trace(table, offset=p) for p in range(-PMAX, PMAX + 1)])


def line_formula(S, n, p=0):
    z = 2 * S * math.sqrt(n * (n + 1))
    return (math.exp(z - S * (2 * n + 1)) * ive(abs(p), z)
            * ((n + 1) / n) ** (p / 2))


def laguerre_values(S, count):
    values = [1.0, 1.0 - S]
    for k in range(1, count - 1):
        values.append(((2 * k + 1 - S) * values[k] - k * values[k - 1]) / (k + 1))
    return np.array(values[:count])


def level_sum(S, n, count=200):
    """Explicit thermal sum of the squared m -> m overlaps."""
    return float(np.sum(populations(n, count) * laguerre_values(S, count)**2)
                 * math.exp(-S))


# ---------------- example inputs (round model values) ----------------
S = 1.5
E_ph = 0.030            # eV
E_zero = 0.45           # eV, zero-phonon transition energy
binding_excited = 0.10  # eV, excited level below the conduction band
gap_Ge = 0.66           # eV, rough, 300 K
top_phonon_Ge = 0.037   # eV, rough
attempt_rate = 1e13     # 1/s, rough
temperatures = (77.0, 300.0)
n300 = occupation(E_ph, 300.0)

# ---------------- displacement and overlaps in real space ----------------
omega = E_ph / hbar_eVs
DeltaQ = math.sqrt(2 * S * const.hbar / omega)              # kg^(1/2) m
DeltaQ_amu = DeltaQ / math.sqrt(const.atomic_mass) * 1e10   # amu^(1/2) angstrom
shift = DeltaQ / math.sqrt(const.hbar / omega)
grid = np.linspace(-14, 16, 6001)
step = grid[1] - grid[0]


def wavefunction(m, x):
    norm = math.sqrt(2.0**m * math.factorial(m) * math.sqrt(math.pi))
    return eval_hermite(m, x) * np.exp(-x**2 / 2) / norm


lag = laguerre_values(S, 10)
for m in range(6):
    overlap = np.sum(wavefunction(m, grid) * wavefunction(m, grid - shift)) * step
    assert abs(overlap**2 - math.exp(-S) * lag[m]**2) < 1e-10

# ---------------- operator identities used in the derivation ----------------
def displacement(beta):
    return expm(beta * a_matrix.T - np.conj(beta) * a_matrix)


b1, b2 = 0.8 + 0.5j, -0.4 + 0.9j
phase = np.exp((b1 * np.conj(b2) - np.conj(b1) * b2) / 2)
left = (displacement(b1) @ displacement(b2))[:20, :20]
right = (phase * displacement(b1 + b2))[:20, :20]
assert np.max(abs(left - right)) < 1e-9
thermal_D = np.sum(populations(n300) * np.diag(displacement(b1)))
assert abs(thermal_D - math.exp(-abs(b1)**2 * (n300 + 0.5))) < 1e-9
for k in range(1, 6):
    moment = sum(w * math.perm(m, k) for m, w in enumerate(populations(n300)))
    assert abs(moment / (math.factorial(k) * n300**k) - 1) < 1e-9

# excited levels: the displaced ladder keeps its spacing and its origin
levels = excited_states(S)[0]
assert np.max(abs(levels[:40] - np.arange(40) - 0.5)) < 1e-8

# ---------------- main result and all sidebands ----------------
p_values = np.arange(-PMAX, PMAX + 1)
for S_test in (0.3, 1.5, 4.0):
    for n_test in (0.02, n300, 1.2):
        numeric = lines_numeric(S_test, n_test)
        formula = np.array([line_formula(S_test, n_test, int(p)) for p in p_values])
        assert np.max(abs(numeric - formula)) < 1e-9
        assert abs(numeric[PMAX] - level_sum(S_test, n_test)) < 1e-9

lines300 = lines_numeric(S, n300)
W300 = lines300[PMAX]
for theta in (0.4, 1.7, 2.9):
    G_numeric = np.sum(lines300 * np.exp(1j * theta * p_values))
    G_formula = np.exp(-S * (2 * n300 + 1) + S * (n300 + 1) * np.exp(1j * theta)
                       + S * n300 * np.exp(-1j * theta))
    assert abs(G_numeric - G_formula) < 1e-9
counts = np.arange(60)
coincidence = np.sum(poisson.pmf(counts, S * (n300 + 1)) * poisson.pmf(counts, S * n300))
assert abs(coincidence - W300) < 1e-10
mean_change = float(np.sum(p_values * lines300))
assert abs(mean_change - S) < 1e-8

# ---------------- limits ----------------
for S_test in (1.0, 1.5, 3.0):
    h = 1e-6
    slope = (level_sum(S_test, h) - math.exp(-S_test)) / h
    assert abs(slope - S_test * (S_test - 2) * math.exp(-S_test)) < 1e-4
for n_hot, count in ((50, 3000), (200, 9000)):
    ratio_hot = level_sum(S, n_hot, count) * math.sqrt(4 * math.pi * S * (n_hot + 0.5))
    assert abs(ratio_hot - 1) < 0.5 * S / n_hot     # next order is of size S/(4n)
strong_cold, strong_300 = math.exp(-4.0), level_sum(4.0, n300)
assert strong_300 > strong_cold

# ---------------- one mode against many modes ----------------
# Degenerate modes sharing S must give back the single-mode weight.
part = lines_numeric(S / 8, n300)
combined = np.array([1.0])
for _ in range(8):
    combined = np.convolve(combined, part)
assert abs(combined[len(combined) // 2] - W300) < 1e-9

# Modes spread over a band: weight with every mode unchanged.
excess = []
for N in (100, 1000):
    energies = np.linspace(0.024, 0.036, N)
    ns = [occupation(e, 300.0) for e in energies]
    log_product = sum(math.log(level_sum(S / N, nk, 100)) for nk in ns)
    log_sharp = -sum(S / N * (2 * nk + 1) for nk in ns)
    bound = sum((S / N)**2 * nk * (nk + 1) for nk in ns)
    excess.append(log_product - log_sharp)
    assert 0 < excess[-1] <= bound + 1e-9
assert abs(excess[1] / excess[0] - 0.1) < 0.005
sharp_band = math.exp(log_sharp)

# Joint distribution of net phonon number and energy for 13 modes, 24..36 meV.
half_p, half_E = 25, 1000
joint = np.zeros((2 * half_p + 1, 2 * half_E + 1))
joint[half_p, half_E] = 1.0
log_13 = 0.0
for e_meV in range(24, 37):
    nk = occupation(e_meV / 1000, 300.0)
    log_13 -= S / 13 * (2 * nk + 1)
    w = lines_numeric(S / 13, nk)
    joint = sum(w[PMAX + p] * np.roll(joint, (p, p * e_meV), axis=(0, 1))
                for p in range(-7, 8))
assert abs(joint.sum() - 1) < 1e-8
row = joint[half_p]
energy_axis = np.arange(-half_E, half_E + 1)
net_zero_band = float(row.sum())
pedestal = net_zero_band - math.exp(log_13)
pedestal_rms = math.sqrt(np.sum(energy_axis**2 * row) / pedestal)
assert abs(net_zero_band / W300 - 1) < 0.05   # spread moves weight, barely removes it
assert pedestal_rms > 1.0                   # meV: the moved weight is not in the line

# ---------------- other neglected effects, 300 K ----------------
soft_levels = excited_states(S, 0.95)[0]
W_soft = lines_numeric(S, n300, 0.95)[PMAX]
hot_shift = (soft_levels[1] - soft_levels[0] - 1) * E_ph * 1000
vectors = excited_states(S)[1]


def weight_with_dipole_slope(eta):
    amplitude = (np.eye(SIZE) + eta * x_matrix) @ vectors
    strength = populations(n300)[:, None] * amplitude**2
    return np.trace(strength) / strength.sum()


W_dipole_plus = weight_with_dipole_slope(0.1)
W_dipole_minus = weight_with_dipole_slope(-0.1)
photon_energies = E_zero + p_values * E_ph
W_photon = W300 * E_zero / np.sum(lines300 * photon_energies)
above_ionization = np.sum(lines300[p_values * E_ph >= binding_excited])
kT300 = kB_eV * 300
ionization_width = hbar_eVs * attempt_rate * math.exp(-binding_excited / kT300) * 1000
ground_above_valence = gap_Ge - binding_excited - E_zero
emptying = 1 / (1 + math.exp((gap_Ge / 2 - ground_above_valence) / kT300))

# ---------------- printed numbers ----------------
print(f"Huang-Rhys factor S = {S}")
print(f"mode energy = {E_ph*1000:.1f} meV; rough top of Ge phonon band = {top_phonon_Ge*1000:.0f} meV")
wavelength = const.h * const.c / (E_zero * const.e) * 1e9
print(f"zero-phonon energy = {E_zero:.2f} eV = {wavelength:.0f} nm")
print(f"mass-weighted displacement = {DeltaQ_amu:.3f} amu^(1/2) angstrom")
print(f"W0 at zero temperature, exp(-S) = {math.exp(-S):.4f}")
for T in temperatures:
    n = occupation(E_ph, T)
    z = 2 * S * math.sqrt(n * (n + 1))
    print(f"T = {T:.0f} K: occupation n = {n:.5f}, 2n+1 = {2*n+1:.5f}")
    print(f"  exponential factor = {math.exp(-S*(2*n+1)):.5f}")
    print(f"  Bessel argument = {z:.5f}, I0 = {ive(0, z)*math.exp(z):.5f}")
    print(f"  W0 formula = {line_formula(S, n):.6f}")
    print(f"  W0 diagonalization = {lines_numeric(S, n)[PMAX]:.6f}")
    print(f"  0->0 line alone = {math.exp(-S)/(n+1):.5f}")
print("300 K, contributions m->m to W0:")
for m in range(5):
    print(f"  m = {m}: {populations(n300)[m]*vectors[m, m]**2:.5f}")
print("300 K, line weights W_p:")
for p in range(-2, 5):
    print(f"  p = {p:+d}: {lines300[PMAX+p]:.5f}")
print(f"300 K, mean Poisson counts: created {S*(n300+1):.4f}, absorbed {S*n300:.4f}")
print(f"300 K, mean change of phonon number = {mean_change:.4f}")
print(f"S = 4, same mode: W0 = {strong_cold:.5f} at 0 K, {strong_300:.5f} at 300 K")
print("Neglected effects at 300 K:")
print(f"  band 24-36 meV: sharp line weight = {sharp_band:.5f}")
print(f"  single-mode W0 / sharp line weight = {W300/sharp_band:.3f}")
print(f"  13 band modes: net-zero weight = {net_zero_band:.5f}")
print(f"  13 band modes: pedestal weight = {pedestal:.5f}, rms width = {pedestal_rms:.2f} meV")
print(f"  excited mode 5% softer: W0 = {W_soft:.5f}, 1->1 line shift = {hot_shift:.2f} meV")
print(f"  dipole slope +0.1 / -0.1 per sqrt(hbar/omega): W0 = {W_dipole_plus:.5f} / {W_dipole_minus:.5f}")
print(f"  photon-energy factor in absorption: zero-phonon share = {W_photon:.5f}")
print(f"  excited level below conduction band = {binding_excited:.2f} eV")
print(f"  lineshape weight above photoionization threshold = {above_ionization:.4f}")
print(f"  thermal-ionization width (rate prefactor {attempt_rate:.0e} 1/s) = {ionization_width:.3f} meV")
print(f"  rough Ge gap = {gap_Ge:.2f} eV; ground level above valence band = {ground_above_valence:.2f} eV")
print(f"  ground level empty, midgap Fermi level, no spin factor = {emptying:.1e}")
print("OK")
```

Output:

```
Huang-Rhys factor S = 1.5
mode energy = 30.0 meV; rough top of Ge phonon band = 37 meV
zero-phonon energy = 0.45 eV = 2755 nm
mass-weighted displacement = 0.647 amu^(1/2) angstrom
W0 at zero temperature, exp(-S) = 0.2231
T = 77 K: occupation n = 0.01100, 2n+1 = 1.02199
  exponential factor = 0.21589
  Bessel argument = 0.31630, I0 = 1.02517
  W0 formula = 0.221324
  W0 diagonalization = 0.221324
  0->0 line alone = 0.22070
T = 300 K: occupation n = 0.45633, 2n+1 = 1.91267
  exponential factor = 0.05676
  Bessel argument = 2.44565, I0 = 3.15636
  W0 formula = 0.179141
  W0 diagonalization = 0.179141
  0->0 line alone = 0.15321
300 K, contributions m->m to W0:
  m = 0: 0.15321
  m = 1: 0.01200
  m = 2: 0.01152
  m = 3: 0.00223
  m = 4: 0.00012
300 K, line weights W_p:
  p = -2: 0.02129
  p = -1: 0.07611
  p = +0: 0.17914
  p = +1: 0.24288
  p = +2: 0.21687
  p = +3: 0.14147
  p = +4: 0.07211
300 K, mean Poisson counts: created 2.1845, absorbed 0.6845
300 K, mean change of phonon number = 1.5000
S = 4, same mode: W0 = 0.01832 at 0 K, 0.05159 at 300 K
Neglected effects at 300 K:
  band 24-36 meV: sharp line weight = 0.05479
  single-mode W0 / sharp line weight = 3.269
  13 band modes: net-zero weight = 0.17834
  13 band modes: pedestal weight = 0.12387, rms width = 6.22 meV
  excited mode 5% softer: W0 = 0.18378, 1->1 line shift = -1.50 meV
  dipole slope +0.1 / -0.1 per sqrt(hbar/omega): W0 = 0.20951 / 0.14804
  photon-energy factor in absorption: zero-phonon share = 0.16286
  excited level below conduction band = 0.10 eV
  lineshape weight above photoionization threshold = 0.1171
  thermal-ionization width (rate prefactor 1e+13 1/s) = 0.138 meV
  rough Ge gap = 0.66 eV; ground level above valence band = 0.11 eV
  ground level empty, midgap Fermi level, no spin factor = 2.0e-04
OK
```
